# Does a small T1 diagnostic prove single-reference character?: a numerical check

```python
"""
Result under test: the T1 diagnostic measures orbital rotation, not the weight
of other determinants.  In minimal-basis H2 it is zero at every bond length,
while the doubles amplitude t goes to -1.

Symbols (Hartree atomic units):
  g, u    bonding (even) and antibonding (odd) orbital of H2
  K       exchange integral (gu|gu)
  D       half the energy difference between determinants uu and gg
  t       coefficient of uu relative to gg in the ground state
  T1      sqrt(sum of squared spatial singles amplitudes / electron number)
  coeff   symmetric matrix of a two-electron singlet in an orbital basis
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, cc, fci, ao2mo


def make_h2(distance, basis):
    atoms = [["H", (0, 0, -distance / 2)], ["H", (0, 0, distance / 2)]]
    return gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)


def core_hamiltonian(mol):
    return mol.intor("int1e_kin") + mol.intor("int1e_nuc")


def orbital_integrals(mol, orbitals, h_ao=None):
    h_ao = core_hamiltonian(mol) if h_ao is None else h_ao
    h = orbitals.T @ h_ao @ orbitals
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                    orbitals, orbitals, orbitals, orbitals, optimize=True)
    return h, eri


def lowest_singlet(h, eri):
    """Full diagonalization for two electrons; triplets are shifted up."""
    n = len(h)
    one = np.eye(n)
    ham = np.kron(h, one) + np.kron(one, h)
    ham += eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    swap = np.eye(n * n).reshape(n, n, n, n).transpose(1, 0, 2, 3)
    swap = swap.reshape(n * n, n * n)
    ham += 10.0 * (np.eye(n * n) - swap) / 2
    energies, vectors = np.linalg.eigh(ham)
    coeff = vectors[:, 0].reshape(n, n)
    return energies[0], coeff * np.sign(coeff[0, 0])


def symmetry_orbitals(mol):
    s = mol.intor("int1e_ovlp")[0, 1]
    g = np.array([1.0, 1.0]) / np.sqrt(2 * (1 + s))
    u = np.array([1.0, -1.0]) / np.sqrt(2 * (1 - s))
    return np.column_stack([g, u])


def t1_diagnostic(singles, n_electrons):
    return np.linalg.norm(singles) / np.sqrt(n_electrons)


def run_ccsd(mf, orbitals):
    solver = cc.rccsd.RCCSD(mf, mo_coeff=orbitals)
    solver.verbose = 0
    solver.conv_tol = 1e-11
    solver.conv_tol_normt = 1e-9
    solver.max_cycle = 300
    solver.kernel()
    assert solver.converged
    density = mf.make_rdm1(orbitals, mf.mo_occ)
    energy = mf.energy_tot(dm=density) + solver.e_corr
    return energy, solver.t1, solver.t2


# Exponentiated singles turn a determinant into a determinant
tau = np.zeros((5, 5))
tau[2:, :2] = [[0.3, -0.2], [0.5, 0.1], [-0.4, 0.7]]
unit = np.eye(5)


def determinant(a, b):
    return np.kron(a, b) - np.kron(b, a)


transformed = expm(np.kron(tau, unit) + np.kron(unit, tau)) @ determinant(
    unit[0], unit[1])
rotated = unit + tau
assert np.allclose(transformed, determinant(rotated[:, 0], rotated[:, 1]),
                   atol=1e-12)

# Minimal-basis H2 scan
bohr_in_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
warning_level = 0.02
print(f"customary T1 warning level: {warning_level:.2f}")
print("H2, STO-3G; R in bohr, D and K in hartree")
print("R | D | K | t | T1 | weight of gg | occupation of u")
scan = {}
for distance in (1.4, 2.0, 4.0, 6.0, 10.0, 20.0):
    mol = make_h2(distance, "sto-3g")
    h, eri = orbital_integrals(mol, symmetry_orbitals(mol))
    e_gg = 2 * h[0, 0] + eri[0, 0, 0, 0]
    e_uu = 2 * h[1, 1] + eri[1, 1, 1, 1]
    half_gap, exchange = (e_uu - e_gg) / 2, eri[0, 1, 0, 1]
    t_formula = (half_gap - np.hypot(half_gap, exchange)) / exchange
    energy, coeff = lowest_singlet(h, eri)
    t = coeff[1, 1] / coeff[0, 0]
    t1 = t1_diagnostic(coeff[0, 1:] / coeff[0, 0], 2)
    weight = coeff[0, 0] ** 2
    occupation = np.linalg.eigvalsh(2 * coeff @ coeff.T)[0]
    fock_gu = h[0, 1] + eri[0, 1, 0, 0]
    assert abs(fock_gu) < 1e-10 and abs(eri[0, 1, 1, 1]) < 1e-10
    assert abs(t - t_formula) < 1e-9 and t1 < 1e-9
    assert abs(energy - e_gg - exchange * t_formula) < 1e-9
    assert abs(weight - 1 / (1 + t_formula ** 2)) < 1e-9
    assert abs(occupation - 2 * t_formula ** 2 / (1 + t_formula ** 2)) < 1e-9
    scan[distance] = dict(t=t, D=half_gap, K=exchange,
                          ref=e_gg + mol.energy_nuc(),
                          exact=energy + mol.energy_nuc(),
                          U=mol.intor("int2e")[0, 0, 0, 0])
    print(f"{distance:.1f} | {half_gap:.6f} | {exchange:.6f} | {t:.6f} | "
          f"{t1:.6f} | {weight:.6f} | {occupation:.6f}")

amplitudes = [scan[r]["t"] for r in sorted(scan)]
assert np.all(np.diff(amplitudes) < 0) and abs(amplitudes[-1] + 1) < 1e-6
far = scan[10.0]
assert abs((far["t"] + 1) / (far["D"] / far["K"]) - 1) < 0.02
assert abs(scan[20.0]["K"] - (scan[20.0]["U"] / 2 - 1 / 40.0)) < 1e-5
atom = gto.M(atom="H 0 0 0", basis="sto-3g", spin=1, verbose=0)
atom_energy = core_hamiltonian(atom)[0, 0]
assert abs(scan[20.0]["exact"] - 2 * atom_energy) < 1e-5
print(f"10 bohr in angstrom: {10 * bohr_in_angstrom:.4f}")
print(f"on-site repulsion (aa|aa): {far['U']:.6f} hartree")
for distance in (1.4, 10.0, 20.0):
    row = scan[distance]
    print(f"R={distance:.1f} bohr: E(gg) {row['ref']:.6f}, "
          f"E(exact in basis) {row['exact']:.6f} hartree")
print(f"two separate H atoms, STO-3G: {2 * atom_energy:.6f} hartree")

# Genuine CCSD runs agree with the two-determinant result
for distance in (1.4, 4.0):
    mol = make_h2(distance, "sto-3g")
    mf = scf.RHF(mol).run(conv_tol=1e-12)
    energy, singles, doubles = run_ccsd(mf, mf.mo_coeff)
    assert abs(energy - scan[distance]["exact"]) < 1e-7
    assert abs(doubles[0, 0, 0, 0] - scan[distance]["t"]) < 1e-6
    assert np.linalg.norm(singles) < 1e-7
    print(f"CCSD at R={distance:.1f} bohr: t = {doubles[0, 0, 0, 0]:.6f}, "
          f"T1 = {t1_diagnostic(singles, 2):.6f}")

# A field along the bond breaks inversion symmetry and switches singles on
field = 0.01
mol = make_h2(4.0, "sto-3g")
h_field = core_hamiltonian(mol) + field * mol.intor("int1e_r")[2]
basis_gu = symmetry_orbitals(mol)
h, eri = orbital_integrals(mol, basis_gu, h_field)


def closed_shell_energy(angle):
    v = np.array([np.cos(angle), np.sin(angle)])
    return 2 * v @ h @ v + np.einsum("pqrs,p,q,r,s", eri, v, v, v, v)


best = minimize_scalar(closed_shell_energy, bounds=(-0.7, 0.7),
                       method="bounded", options={"xatol": 1e-10}).x
turn = np.array([[np.cos(best), -np.sin(best)], [np.sin(best), np.cos(best)]])
h, eri = orbital_integrals(mol, basis_gu @ turn, h_field)
assert abs(h[0, 1] + eri[0, 1, 0, 0]) < 1e-6
_, coeff = lowest_singlet(h, eri)
t1_field = t1_diagnostic(coeff[0, 1:] / coeff[0, 0], 2)
assert t1_field > 1e-4
print(f"R=4.0 bohr, field {field:.2f} au along bond: T1 = {t1_field:.6f}")

# Same state near equilibrium, deliberately rotated reference orbital
angle = 0.2
mol = make_h2(1.4, "sto-3g")
mf = scf.RHF(mol).run(conv_tol=1e-12)
c, s = np.cos(angle), np.sin(angle)
energy, singles, doubles = run_ccsd(
    mf, symmetry_orbitals(mol) @ np.array([[c, -s], [s, c]]))
t = scan[1.4]["t"]
overlap = c ** 2 + t * s ** 2
assert abs(energy - scan[1.4]["exact"]) < 1e-7
assert abs(singles[0, 0] - (t - 1) * s * c / overlap) < 1e-6
assert abs(doubles[0, 0, 0, 0] - t / overlap ** 2) < 1e-6
t1_rotated = t1_diagnostic(singles, 2)
assert t1_rotated > warning_level
print(f"R=1.4 bohr, reference rotated by {angle:.1f} rad:")
print(f"  singles amplitude {singles[0, 0]:.6f}, T1 = {t1_rotated:.6f}")
print(f"  doubles amplitude {doubles[0, 0, 0, 0]:.6f}")
print(f"  CCSD energy {energy:.6f} hartree")

# Larger basis: singles appear through relaxation of the even orbital
print("H2, cc-pVDZ, RHF reference; R in bohr")
print("R | T1 | tan(delta)/sqrt(2) | lambda1/lambda0 | weight of RHF")
for distance in (1.4, 3.0, 10.0):
    mol = make_h2(distance, "cc-pvdz")
    mf = scf.RHF(mol).run(conv_tol=1e-12)
    h, eri = orbital_integrals(mol, mf.mo_coeff)
    energy, coeff = lowest_singlet(h, eri)
    singles = coeff[0, 1:] / coeff[0, 0]
    t1 = t1_diagnostic(singles, 2)
    eigenvalues, natural = np.linalg.eigh(coeff)
    leading, partner = natural[:, -1], natural[:, 0]
    ratio = eigenvalues[0] / eigenvalues[-1]
    tangent = np.linalg.norm(leading[1:]) / abs(leading[0])
    without = coeff - eigenvalues[0] * np.outer(partner, partner)
    assert np.allclose(without[0, 1:] / without[0, 0], singles, atol=1e-6)
    print(f"{distance:.1f} | {t1:.6f} | {tangent / np.sqrt(2):.6f} | "
          f"{ratio:.6f} | {coeff[0, 0] ** 2:.6f}")
    if distance == 10.0:
        assert t1 > 1e-3 and abs(tangent / np.sqrt(2) / t1 - 1) < 0.02
        assert abs(ratio + 1) < 0.02
    if distance == 3.0:
        orbitals = mf.mo_coeff @ natural[:, ::-1]
        density = 2 * np.outer(orbitals[:, 0], orbitals[:, 0])
        fock = mf.get_hcore() + mf.get_veff(mol, density)
        virtual = orbitals[:, 1:]
        _, mix = np.linalg.eigh(virtual.T @ fock @ virtual)
        orbitals = np.column_stack([orbitals[:, 0], virtual @ mix])
        e_cc, singles_nat, doubles_nat = run_ccsd(mf, orbitals)
        t1_nat = t1_diagnostic(singles_nat, 2)
        lead_nat = np.linalg.eigvalsh(doubles_nat[0, 0])[0]
        assert abs(e_cc - energy - mol.energy_nuc()) < 1e-7
        assert t1_nat < 1e-6 and abs(lead_nat - ratio) < 1e-6
print("CCSD, cc-pVDZ, R=3.0 bohr, natural-orbital reference:")
print(f"  T1 = {t1_nat:.6f}, leading doubles eigenvalue {lead_nat:.6f}")

# Rectangular H4: T1 vanishes by symmetry but CCSD is no longer exact
side_a, side_b = 2.0, 2.1
corners = [["H", (x * side_a / 2, y * side_b / 2, 0)]
           for x in (-1, 1) for y in (-1, 1)]
mol = gto.M(atom=corners, basis="sto-3g", unit="Bohr", verbose=0)
mf = scf.RHF(mol).run(conv_tol=1e-12)
e_cc, singles, doubles = run_ccsd(mf, mf.mo_coeff)
h = mf.mo_coeff.T @ mf.get_hcore() @ mf.mo_coeff
eri = ao2mo.kernel(mol, mf.mo_coeff)
solver = fci.direct_spin1.FCI()
solver.verbose = 0
roots, states = solver.kernel(h, eri, 4, (2, 2), nroots=4,
                              ecore=mol.energy_nuc())
singlets = [(e, v) for e, v in zip(roots, states)
            if abs(fci.spin_op.spin_square0(v, 4, (2, 2))[0]) < 1e-5]
e_fci, state = min(singlets, key=lambda pair: pair[0])
t1_h4 = t1_diagnostic(singles, 4)
error = e_cc - e_fci
assert t1_h4 < 1e-6 and abs(error) > 1e-4
hartree_in_kj_mol = (constants.physical_constants["Hartree energy"][0]
                     * constants.N_A / 1000)
print(f"H4 rectangle {side_a:.1f} x {side_b:.1f} bohr, STO-3G:")
print(f"  T1 = {t1_h4:.6f}, largest |doubles| {np.abs(doubles).max():.6f}")
print(f"  weight of RHF determinant {state[0, 0] ** 2:.6f}")
print(f"  E(CCSD) {e_cc:.6f}, E(full CI) {e_fci:.6f} hartree")
print(f"  CCSD minus full CI: {error:.6f} hartree")
print(f"  the same difference: {error * hartree_in_kj_mol:.3f} kJ/mol")

print("checks complete")
```

Output:

```
customary T1 warning level: 0.02
H2, STO-3G; R in bohr, D and K in hartree
R | D | K | t | T1 | weight of gg | occupation of u
1.4 | 0.788645 | 0.181258 | -0.113438 | 0.000000 | 0.987295 | 0.025410
2.0 | 0.491575 | 0.200522 | -0.196115 | 0.000000 | 0.962963 | 0.074073
4.0 | 0.101028 | 0.265128 | -0.689087 | 0.000000 | 0.678039 | 0.643921
6.0 | 0.016121 | 0.304020 | -0.948378 | 0.000000 | 0.526476 | 0.947047
10.0 | 0.000110 | 0.337303 | -0.999674 | 0.000000 | 0.500163 | 0.999674
20.0 | 0.000000 | 0.362303 | -1.000000 | 0.000000 | 0.500000 | 1.000000
10 bohr in angstrom: 5.2918
on-site repulsion (aa|aa): 0.774606 hartree
R=1.4 bohr: E(gg) -1.116714, E(exact in basis) -1.137276 hartree
R=10.0 bohr: E(gg) -0.595971, E(exact in basis) -0.933164 hartree
R=20.0 bohr: E(gg) -0.570861, E(exact in basis) -0.933164 hartree
two separate H atoms, STO-3G: -0.933164 hartree
CCSD at R=1.4 bohr: t = -0.113438, T1 = 0.000000
CCSD at R=4.0 bohr: t = -0.689087, T1 = 0.000000
R=4.0 bohr, field 0.01 au along bond: T1 = 0.030039
R=1.4 bohr, reference rotated by 0.2 rad:
  singles amplitude -0.226762, T1 = 0.160345
  doubles amplitude -0.124107
  CCSD energy -1.137276 hartree
H2, cc-pVDZ, RHF reference; R in bohr
R | T1 | tan(delta)/sqrt(2) | lambda1/lambda0 | weight of RHF
1.4 | 0.005160 | 0.005033 | -0.101978 | 0.983112
3.0 | 0.031600 | 0.031107 | -0.341882 | 0.890255
10.0 | 0.083897 | 0.083897 | -0.996742 | 0.487801
CCSD, cc-pVDZ, R=3.0 bohr, natural-orbital reference:
  T1 = 0.000000, leading doubles eigenvalue -0.341882
H4 rectangle 2.0 x 2.1 bohr, STO-3G:
  T1 = 0.000000, largest |doubles| 0.638075
  weight of RHF determinant 0.670902
  E(CCSD) -1.956668, E(full CI) -1.954834 hartree
  CCSD minus full CI: -0.001834 hartree
  the same difference: -4.815 kJ/mol
checks complete
```
